# Effective Field of a Doped Zero-Field Composite Fermi Liquid

**Setting.** An isolated Chern band has one state per lattice cell of area \(A\). One spin-valley species half fills it, and no magnetic field is applied. Assume that the interacting electrons form a composite Fermi liquid of the two-flux type, described in mean field by writing the electron as a product of three fermions,

\[
c=d_1d_2f .
\]

The partners \(d_1,d_2\) are gapped, each with the same Chern number \(C=\pm1\). The composite fermion \(f\) has a Fermi surface. Whether a given interaction favours this liquid is a separate question, not decided here.

Fluxes are quoted per cell in units of \(h/e\), and a field is positive when it gives a positive phase \(2\pi\phi\) around a cell traversed anticlockwise. This is the convention for coupling charge \(+e\). For electrons, of charge \(-e\), the sign of an applied field is reversed in laboratory terms; magnitudes are unaffected.

## Part (a): the flux rule

**Question.** On a square lattice, let the hop \((x,y)\to(x,y+1)\) carry the phase \(2\pi\phi x\). Find how a filled set of orbitals changes when every particle moves one cell along \(x\). Deduce the relation between the fluxes \(\phi_1,\phi_2,\phi_f\) and the external flux \(\Phi\). How can \(f\) see no field at half filling?

**Model answer.** Going up at \(x+1\) and down at \(x\) gives \(2\pi\phi(x+1)-2\pi\phi x=2\pi\phi\), so the flux per cell is \(\phi\). If \(\psi(x,y)\) is an eigenfunction, consider

\[
\psi'(x,y)=e^{2\pi i\phi y}\psi(x-1,y).
\]

The upward hop acting on it gives

\[
e^{2\pi i\phi x}\psi'(x,y-1)
=e^{2\pi i\phi y}\left[e^{2\pi i\phi(x-1)}\psi(x-1,y-1)\right].
\]

The bracket is the upward hop of \(\psi\) at \(x-1\). The downward hop follows by conjugating the phases, and hops along \(x\) do not involve \(y\). Hence \(\psi'\) has the same energy as \(\psi\). On a torus of side \(L\) we take \(\phi L\) to be an integer, so that \(\psi'\) is periodic.

If a gap separates filled from empty orbitals, this operation maps the filled set to itself. Its determinant \(D(R)\), for particle positions \(R=\{(x_i,y_i)\}\), can then change by a constant factor \(\lambda\) of unit modulus:

\[
e^{2\pi i\phi\sum_i y_i}D(R-\hat x)=\lambda D(R).
\]

Replacing \(R\) by \(R+\hat x\), which leaves all \(y_i\) unchanged, gives

\[
D(R+\hat x)=\lambda^{-1}e^{2\pi i\phi\sum_i y_i}D(R).
\]

A Fermi sea in zero flux has no such gap in a large system. Its orbitals are plane waves, however, so its determinant changes only by a constant phase when all particles move together. This is the same law with \(\phi=0\).

Each electron contains one fermion of each kind at the same site. The three densities are therefore equal, \(n_1=n_2=n_f=n\), and the electron wavefunction is \(\Psi=D_1D_2D_f\). Multiplying the three translation laws,

\[
\frac{\Psi(R+\hat x)}{\Psi(R)}
=\text{constant}\times
e^{2\pi i(\phi_1+\phi_2+\phi_f)\sum_i y_i}.
\]

A uniform electron state in external flux \(\Phi\) must have the factor \(e^{2\pi i\Phi\sum_i y_i}\). Moving one particle to the next row changes \(\sum_i y_i\) by one, so the two factors agree for every configuration if and only if

\[
\phi_1+\phi_2+\phi_f=\Phi \pmod 1 .
\]

At half filling take \(\phi_1=\phi_2=\tfrac12\) and \(\phi_f=0\). The sum is one, equivalent to \(\Phi=0\). Thus \(f\) can form a Fermi sea in zero effective field although no external field is applied.

## Part (b): gapped partners at half a flux quantum

**Question.** Give \(d\) nearest hopping of amplitude \(-1\) and diagonal hopping of amplitude \(-t'\), with phases taken along straight lines. Show that half a flux quantum per cell permits a gapped half-filled state. Then derive how the density of a gapped partner responds to a small extra field \(b_d\).

**Model answer.** At \(\phi=\tfrac12\) the vertical phase alternates between columns, so the repeat unit has two sites. The vertical hops give diagonal matrix elements \(\mp2\cos k_y\), with wavevectors in units of the inverse lattice spacing.

A diagonal hop from column \(x\) to \(x+1\), with \(\Delta y=s=\pm1\), has phase \(\pi(x+\tfrac12)s\). Summing the two directions gives

\[
\sum_{s=\pm1}e^{is[\pi(x+1/2)-k_y]}
=2\cos\!\left[\pi(x+\tfrac12)-k_y\right],
\]

which is \(+2\sin k_y\) for even \(x\) and \(-2\sin k_y\) for odd \(x\). Adding the hops across the two sides of a column, the off-diagonal element is

\[
\begin{aligned}
h&=-(1+2t'\sin k_y)e^{-ik_x}-(1-2t'\sin k_y)e^{ik_x}\\
&=-2\cos k_x+4it'\sin k_x\sin k_y .
\end{aligned}
\]

The two-band energies are \(E=\pm\sqrt{4\cos^2k_y+|h|^2}\), or

\[
E=\pm2\sqrt{\cos^2k_x+\cos^2k_y+4t'^2\sin^2k_x\sin^2k_y}.
\]

For \(t'=0.25\), set \(u=\sin^2k_x\) and \(v=\sin^2k_y\). The quantity under the root is \(2-u-v+uv/4\). Its derivatives \(-1+v/4\) and \(-1+u/4\) are negative for \(0\le u,v\le1\), so its minimum is at \(u=v=1\), where it equals \(\tfrac14\). Hence \(|E|\ge1\) in units of the nearest hopping. The lower band holds half a particle per cell and is separated from the upper one.

The diagonal hops also respect the translation law of part (a). At general flux their phase is \(2\pi\phi(x+\tfrac12)s\), which grows by \(2\pi\phi s\) from one column to the next. The factor \(e^{2\pi i\phi y}\) in \(\psi'\) differs by the same phase between the two ends of the hop, and this compensates the growth.

For the response, choose the sign of \(C\) through the particle current

\[
j_x=C\frac{e}{h}E_y,\qquad j_y=-C\frac{e}{h}E_x .
\]

Here \(E_x,E_y\) are components of the field that couples to \(d\). Let \(b_d\) be switched on slowly while the gap stays open. Continuity and Faraday's law, \(\partial_t b_d=-(\partial_xE_y-\partial_yE_x)\), give

\[
\begin{aligned}
\partial_tn&=-\partial_xj_x-\partial_yj_y\\
&=-C\frac{e}{h}(\partial_xE_y-\partial_yE_x)
=C\frac{e}{h}\partial_tb_d .
\end{aligned}
\]

Integrating from half filling,

\[
\delta n=C\frac{e}{h}b_d,\qquad
b_d=\frac{h}{e}\frac{\delta n}{C}.
\]

The gap forbids adding density at fixed \(b_d\) without creating excitations. The field adjusts so that the larger or smaller number of particles again fills the states below the gap.

State counting confirms this independently. On a torus of \(20\times20=400\) cells with \(t'=0.25\), fluxes \(9/20,10/20,11/20\) place \(180,200,220\) states below zero energy. A flux change of \(1/20\) changes the density by \(20/400=1/20\) per cell, so \(C=+1\). Reversing the orientation of the half flux gives \(C=-1\). In all six spectra no level lies closer to zero than \(0.85\) of the hopping. In a large lattice at fluxes \(9/20\) and \(11/20\) the levels broaden slightly and this distance becomes about \(0.845\), so zero energy remains in the gap.

## Part (c): the field produced by doping

**Question.** Find the effective field \(b\) on \(f\) in an external field \(B\). Show that, at \(B=0\), a density doping of \(10^{14}\ \text{m}^{-2}\) gives a magnitude of about \(0.83\ \text{T}\). Check the sign and the corresponding result for a half-filled Landau level.

**Model answer.** Both partners have the density change \(\delta n\) and the same \(C\). They therefore need the same extra field \(b_d\). Starting from the half-filled solution and changing the fluxes continuously, the rule of part (a) gives

\[
2b_d+b=B .
\]

Substituting the result of part (b),

\[
b=B-\frac{2}{C}\frac{h}{e}\delta n .
\]

The factor two counts the two gapped partners. Each requires one flux quantum per added particle, and \(f\) must see the opposite total if the external field is unchanged.

For \(B=0\),

\[
\begin{aligned}
|b|&=2\frac{h}{e}|\delta n|\\
&=2(4.1357\times10^{-15}\ \text{T m}^2)(10^{14}\ \text{m}^{-2})\\
&=0.827\ \text{T}\approx0.83\ \text{T}.
\end{aligned}
\]

The same doping is \(10^{10}\ \text{cm}^{-2}\). For added electrons and \(C=+1\), \(b=-0.827\ \text{T}\). Removing electrons or reversing \(C\) changes the sign; doing both restores it. The cell area does not enter this conversion, provided it stays fixed during doping.

This field acts on the motion of composite fermions. It is not a field that a magnetometer would read. An applied field can cancel it: at fixed \(\delta n\), \(b=0\) when \(B=2(h/e)\delta n/C\). For this example with \(C=+1\), that is \(B=+0.827\ \text{T}\) in the stated sign convention.

At \(B=0\) the result can also be written using the half-filling density \(n_{1/2}=1/(2A)\):

\[
b=-\frac{2}{C}\frac{h}{e}\left(n-\frac{1}{2A}\right).
\]

For a Landau level with \(C=1\), choose a cell containing one external flux quantum, \(A=h/(eB)\). One quantum per cell is equivalent to zero in the lattice flux rule, so this form applies and gives

\[
b=-2\frac{h}{e}\left(n-\frac{eB}{2h}\right)
=B-2\frac{h}{e}n .
\]

This is the usual two-flux relation. In the zero-field Chern band the reference density is set by the lattice cell instead of by \(B\).

## Part (d): a finite doping that can be checked

**Question.** Take \(C=+1\), \(B=0\) and \(3/7\) electron per cell. Predict the flux on \(f\) and the number of its filled Landau levels. Generalize to \(p\) filled levels on either side of half filling. How can the flux be checked from the wavefunction?

**Model answer.** Let \(\nu=nA\) be the number of electrons per cell. The effective flux is

\[
\phi_f=-2\left(\nu-\tfrac12\right)=1-2\nu .
\]

At \(\nu=3/7\), \(\phi_f=1/7\). Each Landau level holds \(\phi_f\) particles per cell, so \(f\) fills \((3/7)/(1/7)=3\) levels.

Below half filling, \(p=\nu/(1-2\nu)\). Thus \(\nu=p-2p\nu\), and

\[
\nu=\frac{p}{2p+1}.
\]

Above half filling the flux is reversed and has magnitude \(2\nu-1\). Then \(\nu=2p\nu-p\), so

\[
\nu=\frac{p}{2p-1}.
\]

Reading these states as \(p\) filled Landau levels assumes that \(f\) has a closed, electron-like Fermi surface, such as the circle used in part (e). That reading can fail on a lattice while the fillings remain. With nearest hopping only on the square lattice, the orbits above half filling are hole-like. At \(\nu=p/(2p-1)\), \(f\) is still gapped (by \(1.27\), \(0.52\), \(0.30\) and \(0.20\) hoppings for \(p=2\) to \(5\)), but the \(p\) filled bands have a Hall response of magnitude \(p-1\) and opposite sign to that of \(p\) Landau levels. For \(C=+1\) the electron density then changes with external flux as \(d\nu/d\Phi=(p-1)/(2p-1)\) instead of \(p/(2p-1)\). In mean field the states of the two sequences are gapped if the level gaps of \(f\) and the gaps of both partners survive. As \(p\) grows, both sequences approach \(\nu=\tfrac12\) and \(\phi_f\) tends to zero.

The wavefunction check uses 21 particles on a \(7\times7\) torus. The density law of part (b) assigns each \(d\) a flux \(\tfrac12-\tfrac1{14}=\tfrac37\). The translation rule then demands

\[
2\left(\frac37\right)+\phi_f=0\pmod1,
\qquad \phi_f=\frac17\pmod1 .
\]

The product of determinants was evaluated for 12 random configurations, before and after moving every particle one cell along \(x\), for each \(f\) flux \(0,1/7,\ldots,6/7\). Of these seven values, only \(1/7\) gave a phase independent of configuration and an unchanged modulus. There the \(f\) orbitals on this small torus have a gap of \(1.12\) nearest hoppings. In a large lattice at the same flux the levels broaden into bands, and the gap falls to \(0.30\). This tests the flux assignment of the product state; it does not show that the state is the ground state of a particular interaction.

## Part (e): orbits and levels at the small doping

**Question.** Consider a triangular moiré lattice with period \(a=5\ \text{nm}\), doped upward by \(10^{10}\ \text{cm}^{-2}\). Take a circular Fermi surface, a composite-fermion mass \(m^*=2m_e\), temperature \(0.1\ \text{K}\) and mean free path \(200\ \text{nm}\). Find the orbit radius, Landau-level spacing and filling. Would sharp oscillations be expected?

**Model answer.** The cell area is \(A=\sqrt3a^2/2=21.65\ \text{nm}^2\). Hence \(n_{1/2}=2.309\times10^{12}\ \text{cm}^{-2}\), and after doping \(n=2.319\times10^{12}\ \text{cm}^{-2}\).

For one species, the density of allowed wavevectors per unit sample area is \(1/(2\pi)^2\). Filling a circle gives

\[
n=\frac{\pi k_F^2}{(2\pi)^2},\qquad
k_F=\sqrt{4\pi n}=0.540\ \text{nm}^{-1}.
\]

For circular motion the force balance \(m^*v^2/R=ev|b|\), with \(m^*v=\hbar k_F\), gives

\[
R=\frac{\hbar k_F}{e|b|}\approx430\ \text{nm}.
\]

For the level spacing, let \(\pi_x,\pi_y\) be the kinetic momenta. Their commutator has magnitude \(\hbar e|b|\), and the energy is \((\pi_x^2+\pi_y^2)/(2m^*)\). Dividing both momenta by \(\sqrt{e|b|}\) gives a conjugate pair with commutator of magnitude \(\hbar\) and an oscillator of frequency \(e|b|/m^*\). Therefore

\[
\Delta=\frac{\hbar e|b|}{m^*}=0.048\ \text{meV}.
\]

A level holds \(e|b|/h\) particles per unit area, so

\[
p=\frac{n(h/e)}{|b|}=\frac{n}{2|\delta n|}\approx116 .
\]

Although \(0.83\ \text{T}\) is a substantial field, the density deviation is small compared with the total density, so many levels are filled.

Temperature averages an oscillation \(\cos(2\pi E/\Delta)\) over minus the derivative of the Fermi function. With \(u=(E-\mu)/(k_BT)\) and \(q=2\pi k_BT/\Delta\), the amplitude is

\[
I=\int_{-\infty}^{\infty}\frac{e^{iqu}}{4\cosh^2(u/2)}\,du .
\]

The sine part vanishes by symmetry. Close the contour along \(\operatorname{Im}u=2\pi\), where the integrand is \(e^{-2\pi q}\) times its value on the real line. Near the enclosed pole, \(u=i\pi+\epsilon\), the denominator is \(-4\sinh^2(\epsilon/2)\), so the integrand is

\[
e^{-\pi q}(1+iq\epsilon+\cdots)
\left(-\frac1{\epsilon^2}+\cdots\right).
\]

The residue is \(-iqe^{-\pi q}\), and hence

\[
(1-e^{-2\pi q})I=2\pi q e^{-\pi q},
\qquad
I=\frac{\pi q}{\sinh(\pi q)} .
\]

Writing \(X=\pi q=2\pi^2k_BT/\Delta\), the example has \(X=3.55\) and \(I=0.20\). This harmonic is reduced to about one fifth of its zero-temperature amplitude, with chemical potential and disorder held fixed.

Scattering is also severe. The angle turned in one mean free path is \(200/430=0.47\) radian, far short of a full turn. Sharp level oscillations are therefore not expected for these parameters, even though the mean effective field is \(0.83\ \text{T}\).

## Part (f): what a real sample changes

**Question.** Estimate the effects of a density variation of \(10^{10}\ \text{cm}^{-2}\) and of a \(1\%\) increase in moiré period at fixed density. Which assumptions matter most?

**Model answer.** With the cell area fixed, a density variation equal to the doping produces an equal field variation, \(0.83\ \text{T}\). It can cancel the field locally or double it.

At fixed density, increasing the period by \(1\%\) divides \(n_{1/2}\) by \(1.01^2\). The resulting field shift has magnitude

\[
|\delta b|=2\frac{h}{e}n_{1/2}\left(1-\frac1{1.01^2}\right)
=3.76\ \text{T}.
\]

For \(C=+1\) this shift is negative, so the doped region goes from \(-0.83\) to about \(-4.59\ \text{T}\). For small changes, \(\delta n_{1/2}/n_{1/2}=-2\,\delta a/a\). A period decrease of only about \(0.2\%\) therefore cancels the effect of the chosen doping.

The parameters are rough values in the regime of twisted semiconductor bilayers, where moiré periods of several nanometres occur; the composite-fermion mass and mean free path are assumptions. Of the two variations estimated above, the change of cell area has the larger effect on \(b\): a period variation of order \(1\%\), taken as a rough scale, moves \(b\) by several times its nominal value. The \(0.83\ \text{T}\) result describes a region uniform enough to have one half-filling density. It also requires the added electrons to enter the liquid. If \(10\%\) instead enter another species that leaves this liquid unchanged, its field falls by \(10\%\), to \(0.74\ \text{T}\).

Band isolation is a further concern. For relative permittivity 10, the Coulomb energy at one period is \(e^2/(4\pi\epsilon_0\epsilon_ra)=28.8\ \text{meV}\), or \(1.44\) times an assumed \(20\ \text{meV}\) band gap. Mixing with other bands is not negligible and could favour another phase. If the same liquid survives with the same partner Chern numbers, the mean-field coefficient two is unchanged, because it follows from those numbers and the flux rule.

Finally, zero applied field need not mean zero magnetization. One Bohr magneton per electron, spread over a thickness of \(1\ \text{nm}\), gives \(\mu_0M=0.27\ \text{mT}\). Away from the edges, this bounds the real field inside a uniform flat sheet with that moment, and it is far below \(|b|\). A larger orbital moment would raise the bound in proportion.

The numerical output below lists the inputs and main results of the worked example.

## Computed results

```
LATTICE TESTS
torus side for state counting: 20 cells
diagonal/nearest hopping ratio: 0.25
occupied states at flux 9/20, 10/20, 11/20: [180, 200, 220]
Chern number from counting: +1
Chern number, reversed orientation: -1
smallest |energy|/hopping in counting: 0.851
wavefunction torus side: 7 cells; particles: 21
doping from half filling: -0.07143 per cell
flux of each d fermion: 3/7 quantum per cell
predicted f flux: 1/7 quantum per cell (mod 1)
f fluxes passing translation test (sevenths): [1]
f gap/hopping at predicted flux: 1.124
extrapolated level spacing/formula: 0.9985
WORKED EXAMPLE: INPUTS
density doping: 1.0e+14 m^-2 = 1.0e+10 cm^-2
moire period: 5.0 nm
composite-fermion mass: 2.0 electron masses
mean free path: 200 nm
temperature: 0.10 K
relative permittivity: 10
band gap: 20 meV
WORKED EXAMPLE: RESULTS
flux quantum h/e: 4.135668e-15 T m^2
cell area: 21.65 nm^2
half-filling density: 2.3094e+12 cm^-2
total density after doping: 2.3194e+12 cm^-2
doping per cell: 0.00217
signed effective field: -0.8271 T
effective field magnitude: 0.8271 T = 8.271 kG
effective flux per cell: 0.00433 quantum
Fermi wavevector: 0.5399 nm^-1
cyclotron radius: 429.6 nm
level spacing: 0.0479 meV
composite-fermion filling: 116.0
NEGLECTED EFFECTS
Fermi temperature: 64.4 K
thermal damping argument X: 3.553
thermal damping factor: 0.204
mean free path/cyclotron radius: 0.466
density inhomogeneity: 1.0e+10 cm^-2
field spread from inhomogeneity: 0.827 T
moire period change: 1.0 percent
field shift from period change: 3.764 T
Coulomb energy at one period: 28.8 meV
Coulomb energy/band gap: 1.44
magnetization thickness: 1.0 nm
real field bound, 1 Bohr magneton each: 0.270 mT
```
